# Why compression along [110] speeds up holes in silicon

## The result

Compressing silicon along a [110] channel raises the valence orbital whose lobe points along the channel, and a hole in that orbital is light in the lobe direction. The top of the valence band is then light along the channel and heavy across it. If $p_U,p_V,p_W$ are the weights of the p-like orbitals along [110], [1-10] and [001] in the top state, with $p_U+p_V+p_W=1$, its mass along the channel is

$$\frac1{m_{110}}=\gamma_1+\gamma_2(1-3p_W)+3\gamma_3(p_U-p_V).\tag{1}$$

The heavy–light splitting does not appear in this formula. Two strains with equal splittings can select different orbitals and give different masses. Splitting still matters: when the [110] compression is scaled up, the larger splitting comes with a wider energy range over which the light mass survives, and with less scattering if the rate follows the density of states. In the example below, a compression of 1.6 GPa raises the mobility along [110] by a factor 2.1 at fixed relaxation time. A biaxial tension with the same splitting changes it by only about 1%.

The description is a six-band model of bulk silicon: three p-like orbitals with spin, kinetic terms quadratic in wavevector $k$, strain terms linear in strain. Gate confinement is left out, and holes are dilute enough for Boltzmann statistics. Algebra is in atomic units, so masses are in units of the free-electron mass $m_0$.

## Why a lobe has a light direction

Let $X,Y,Z$ be the orbitals along the cubic axes. Cubic symmetry allows three constants in the quadratic kinetic matrix. Written with the Luttinger parameters $\gamma_1,\gamma_2,\gamma_3$, the hole kinetic energy is

$$K_{XX}=\tfrac12\left[(\gamma_1+4\gamma_2)k_x^2+(\gamma_1-2\gamma_2)(k_y^2+k_z^2)\right],\qquad K_{XY}=3\gamma_3k_xk_y,$$

and cyclic permutations. Electron energies contain $-K$.

Take $U=(X+Y)/\sqrt2$, $V=(X-Y)/\sqrt2$, $W=Z$, and let $k$ point along [110], so that $k_x=k_y=k/\sqrt2$. Then

$$K_{XX}=K_{YY}=\tfrac12(\gamma_1+\gamma_2)k^2,\qquad K_{XY}=\tfrac32\gamma_3k^2.$$

Since $K_{UU}=K_{XX}+K_{XY}$ and $K_{VV}=K_{XX}-K_{XY}$, the three inverse masses along [110] are

$$U:\ \gamma_1+\gamma_2+3\gamma_3,\qquad V:\ \gamma_1+\gamma_2-3\gamma_3,\qquad W:\ \gamma_1-2\gamma_2.$$

The off-diagonal elements vanish here: $K_{UV}=(K_{XX}-K_{YY})/2=0$, and those with $W$ contain $k_z=0$. Along [1-10], $U$ and $V$ exchange roles. Along [001], $W$ has $\gamma_1+4\gamma_2$ and the others $\gamma_1-2\gamma_2$.

I use round parameters of silicon's size, $\gamma=(4.3,0.3,1.4)$. The $U$ orbital has inverse mass $4.3+0.3+4.2=8.8$ along its lobe and $0.4$ along [1-10]. The large $\gamma_3$ makes this contrast.

## How the stress chooses the orbital

Let $\sigma$ be the stress along [110], negative for compression. On cubic axes $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\sigma/2$. The free surface normal to [001] requires $2c_{12}e_{xx}+c_{11}e_{zz}=0$, so $e_{zz}=-2(c_{12}/c_{11})e_{xx}$. Putting this into $\sigma/2=(c_{11}+c_{12})e_{xx}+c_{12}e_{zz}$ gives

$$e_{xx}=e_{yy}=\frac{\sigma c_{11}}{2(c_{11}-c_{12})(c_{11}+2c_{12})},\qquad e_{xy}=\frac{\sigma}{4c_{44}}.$$

The last result uses the tensor shear, $\sigma_{xy}=2c_{44}e_{xy}$.

Strain has the same symmetry as a product $k_ik_j$, so its matrix has the same form. Without the uniform shift, which changes no mass, the electron energies are

$$D_{XX}=3b\left(e_{xx}-\tfrac13\mathrm{tr}\,e\right),\qquad D_{XY}=\sqrt3\,d\,e_{xy},$$

with deformation potentials $b$ and $d$, both negative. Put $t=b(e_{zz}-e_{xx})$. Because $\mathrm{tr}\,e=2e_{xx}+e_{zz}$, one has $D_{XX}=D_{YY}=-t$ and $D_{ZZ}=2t$. The orbital shifts are

$$\varepsilon_U=-t+\sqrt3\,d\,e_{xy},\quad \varepsilon_V=-t-\sqrt3\,d\,e_{xy},\quad \varepsilon_W=2t.\tag{2}$$

Under compression $e_{xy}<0$, so $d\,e_{xy}>0$ and shear raises $U$.

For $c_{11},c_{12},c_{44}=1.0,0.4,0.5$ eV/Å³, $b=-2$ eV, $d=-5$ eV and a compression of 0.01 eV/Å³ (1.6 GPa), $e_{xx}=-0.01/(2\times0.6\times1.8)=-0.00463$, $e_{zz}=0.00370$ and $e_{xy}=-0.005$. Thus $t=-0.0167$ eV, the shear term is $0.0433$ eV, and

$$(\varepsilon_U,\varepsilon_V,\varepsilon_W)=(0.0600,-0.0266,-0.0333)\ \text{eV}.$$

## Spin-orbit coupling and the edge mass

Spin-orbit coupling is $\delta\,\mathbf L\cdot\boldsymbol\sigma$, with $\delta=\Delta/3$. Here $\mathbf L\cdot\boldsymbol\sigma=j(j+1)-11/4$ equals $1$ for $j=3/2$ and $-2$ for $j=1/2$, so $\Delta$ is the unstressed spin-orbit splitting.

With spin measured along [001], $L_w\sigma_w$ connects $U$ and $V$ without a spin flip, while the other two terms connect them to $W$ with a flip. The set $U\!\uparrow,V\!\uparrow,W\!\downarrow$ is therefore closed. For right-handed axes (reverse $V$ if needed), its couplings are $UV:-i\delta$, $VW:-i\delta$, $UW:\delta$. Multiplying $V$ by $-i$ and $W$ by $-1$ turns all three into $-\delta$:

$$H=\begin{pmatrix}\varepsilon_U&-\delta&-\delta\\-\delta&\varepsilon_V&-\delta\\-\delta&-\delta&\varepsilon_W\end{pmatrix}.\tag{3}$$

The opposite-spin set has the same levels by time reversal. The squared components of the top eigenvector are $p_U,p_V,p_W$.

The model has no term linear in $k$. Once strain has isolated the top doublet, mixing by the kinetic matrix changes its energy only at order $k^4$. The edge inverse mass is thus the expectation value of the kinetic matrix:

$$\frac1{m_{110}}=p_U(\gamma_1+\gamma_2+3\gamma_3)+p_V(\gamma_1+\gamma_2-3\gamma_3)+p_W(\gamma_1-2\gamma_2).$$

Using $p_U+p_V=1-p_W$ gives Eq. (1). The other directions follow in the same way:

$$\frac1{m_{1\bar10}}=\gamma_1+\gamma_2(1-3p_W)-3\gamma_3(p_U-p_V),\qquad \frac1{m_{001}}=\gamma_1-2\gamma_2(1-3p_W).$$

The three add up to $3\gamma_1$. Once strain has isolated the top doublet, the directional average of its inverse edge mass is therefore fixed at $\gamma_1$. Changing the orbital weights only moves lightness from one direction to another.

For $\Delta=0.044$ eV the compressed weights are $0.965,0.019,0.016$. Equation (1) gives $4.3+0.3(0.952)+4.2(0.946)=8.56$, a mass of 0.117 $m_0$ along the channel. Across it the mass is 1.63 $m_0$, and along [001] it is 0.268 $m_0$. If the shear is removed and the other strains are kept, $U$ and $V$ share the top state equally and the channel mass is 0.217 $m_0$. The shear supplies the extra lightness.

## Weak stress: splitting without a say in the mass

Suppose the shifts are small compared with $\Delta$. At zero strain, matrix (3) has eigenvalue $-2\delta$ for the vector $(1,1,1)$ and $+\delta$ in the plane perpendicular to it. Project the shifts onto that plane with $P_{ij}=\delta_{ij}-1/3$, where $\delta_{ij}$ is the Kronecker symbol. Since $\sum_i\varepsilon_i=0$, the projected matrix has zero trace, so its eigenvalues are $\pm r$. The trace of its square gives

$$2r^2=\sum_i\varepsilon_i^2-\tfrac23\sum_i\varepsilon_i^2+\tfrac19\Big(\sum_i\varepsilon_i\Big)^2=\tfrac13\sum_i\varepsilon_i^2,\qquad r=\sqrt{\tfrac16\sum_i\varepsilon_i^2}.$$

The splitting is $2r$. A weight is the derivative of the top energy with respect to the corresponding shift. Restoring the mean $\bar\varepsilon$, that energy is $\bar\varepsilon+\delta+r$, with $6r^2=\sum_i(\varepsilon_i-\bar\varepsilon)^2$. Differentiating, then setting $\bar\varepsilon=0$,

$$p_i=\frac13+\frac{\varepsilon_i}{6r}.\tag{4}$$

Multiplying all shifts by a positive number changes the splitting but none of the weights. Reversing the stress keeps the splitting and turns $p_i$ into $2/3-p_i$. Equation (1) then turns $1/m$ into $2\gamma_1-1/m$. With the strain pattern above, weak compression gives 0.154 $m_0$ and weak tension 0.473 $m_0$: equal splittings, with masses that differ threefold.

The same algebra gives the unstressed masses along [110]. The kinetic terms act as shifts, with deviations from $\gamma_1$ of $\gamma_2+3\gamma_3$, $\gamma_2-3\gamma_3$ and $-2\gamma_2$. Their squares sum to $6\gamma_2^2+18\gamma_3^2$, so

$$\frac1m=\gamma_1\mp\sqrt{\gamma_2^2+3\gamma_3^2},$$

or 0.539 and 0.148 $m_0$. Weak compression brings the channel mass close to the light value. Mobility does not jump, because a tiny splitting affects only a tiny region of $k$.

In the opposite limit, the separation of $U$ from the other orbitals far exceeds $\Delta$. Then $p_U\to1$ and the mass tends to $1/8.8=0.114\,m_0$. The example is already close to this limit. More compression hardly lowers the edge mass, but it can still help by keeping more thermal holes in the light region.

## How deep the light region reaches

Along [110] the kinetic matrix stays diagonal in $U,V,W$, so matrix (3) holds with shifts that depend on $k$. The $U$ level falls faster than the $V$ level, and they meet when $\tfrac12k_c^2(6\gamma_3)=\varepsilon_U-\varepsilon_V$, or

$$k_c^2=\frac{\varepsilon_U-\varepsilon_V}{3\gamma_3}.\tag{5}$$

At this point $(U-V)/\sqrt2$ is an eigenstate of (3) with energy $\varepsilon_U(k_c)+\delta$. In the example it is the top state, so its $U$ and $V$ weights are equal despite spin-orbit coupling. Further out $V$, which is heavy along [110], takes over. This bending ends the light region along [110]. Couplings away from the axis, treated below, also lower the thermal average of the inverse mass.

Here $\tfrac12k_c^2=0.0866/8.4=0.0103$ eV, and $k_c=0.052$ Å⁻¹. The top energy at $k_c$ is $0.0600-8.8(0.0103)+0.0147=-0.016$ eV. At $k=0$, second-order perturbation theory in $\delta$ gives $0.0600+\delta^2/0.0866+\delta^2/0.0933=0.065$ eV. The depth is thus about 0.081 eV; the full matrix gives 0.080 eV, or $3.1\,kT$ at 300 K. When spin-orbit coupling is negligible, the depth is $(\varepsilon_U-\varepsilon_V)(\gamma_1+\gamma_2+3\gamma_3)/(6\gamma_3)$, proportional to the orbital separation. For a fixed strain pattern, this is one real benefit of a larger splitting.

## From mass to mobility

For a constant relaxation time $\tau$, a weak field $F$ changes the Boltzmann occupation $f$ by $e\tau Fvf/kT$. The mean velocity divided by $F$ is the mobility,

$$\mu=e\tau\frac{\langle v^2\rangle}{kT}=e\tau\left\langle\frac1m\right\rangle.$$

The second form follows by integrating by parts: $vf/kT=-\partial f/\partial k$, so the derivative moves onto $v$ and produces the band curvature. A numerical comparison of the two forms gives $5.96/m_0$ from both.

The directional average of this quantity has a ceiling. For hole energies $E_n$, second-order perturbation theory gives the curvature of band $n$ as its diagonal kinetic term plus $2\sum_{m\ne n}|v_{nm}|^2/(E_n-E_m)$. After thermal weighting, each pair of bands contributes

$$2|v_{nm}|^2\,\frac{f_n-f_m}{E_n-E_m}\le0,$$

because the lower hole level is fuller. The diagonal terms, summed over three directions, give $3\gamma_1$ in every state. Hence the average of $\langle1/m\rangle$ over directions cannot exceed $\gamma_1=4.3$, however large the splitting. A channel value above 4.3 requires directional redistribution.

The thermal values, in units of $1/m_0$, are:

| Case | [110] | [1-10] | Average of three |
|---|---:|---:|---:|
| No stress | 2.83 | 2.83 | 2.83 |
| Compression, 1.6 GPa | 5.96 | 0.79 | 3.25 |
| Compression, 3.2 GPa | 7.39 | 0.45 | 3.70 |
| Tension, 1.6 GPa | 1.52 | 4.38 | 2.95 |
| Matched biaxial tension | 2.85 | 2.85 | 2.86 |

At 1.6 GPa the gain factors as

$$\frac{5.96}{2.83}=\frac{3.25}{2.83}\times\frac{5.96}{3.25}=1.15\times1.83.$$

The first factor is the rise of the directional average and the second is redistribution. The cleanest control is the same compressed crystal viewed across the channel: the bands and splitting are identical, yet mobility falls to 0.28 of its unstressed value.

## A light band edge is not enough

The matched biaxial tension has the same splitting, 0.079 eV, and raises $W$. Its edge masses are 0.268 $m_0$ in the plane and 0.184 $m_0$ along [001]. The thermal inverse mass along [001] is nevertheless 2.87, almost the unstressed value.

The reason lies in the couplings away from the symmetry axes. Rotating the kinetic matrix gives

$$K_{UW}=3\gamma_3k_uk_w,\quad K_{VW}=3\gamma_3k_vk_w,\quad K_{UV}=3\gamma_2k_uk_v.$$

The last uses $K_{UV}=(K_{XX}-K_{YY})/2$ and $k_x^2-k_y^2=2k_uk_v$. Orbital $U$ has one strong partner, $W$; its coupling to $V$ contains the small $\gamma_2$. Orbital $W$ has two strong partners.

Neglecting spin-orbit coupling, the strong partner changes the hole energy of $U$ by $-(3\gamma_3)^2k_u^2k_w^2/G$, where $G=\varepsilon_U-\varepsilon_W$. Differentiating twice in $k_u$ and using $\langle k_w^2\rangle=m_{001}kT$, the inverse channel mass falls by

$$2(4.2)^2\times0.268\times\frac{0.0259}{0.0933}\approx2.6.$$

Subtracted from 8.6, this gives about 6.0. The closeness to the computed 5.96 is accidental: the estimate overstates the effect of this coupling, and it leaves out the other off-axis couplings and the holes thermally excited into heavier states. It shows only that the coupling is strong enough to matter. For $W$ along its own lobe the two partners give a correction as large as the edge value itself. The expansion then fails as a number. In the full averages both edges lose about the same amount: $U$ falls from 8.56 to 5.96 and $W$ from 5.4 to 2.87. What separates them is mainly the starting value. Along its lobe $W$ has $\gamma_1+4\gamma_2=5.5$, lifted only by the small $\gamma_2$, while $U$ has 8.8, lifted by the large $\gamma_3$. The same loss returns $W$ to the unstressed level and leaves $U$ well above it.

This case also covers a channel along [100]. Apart from a uniform shift, compression along a cube axis has the same strain pattern as biaxial tension in the plane normal to it. At this splitting, the constant-time gain along a compressed [100] channel is therefore also small, less than 2%. This holds at constant time only: with the scattering law of the next section that channel gains roughly threefold, almost all of it from scattering.

## What scattering adds

Strain also reduces the number of final states into which holes can scatter. Little of this comes from pushing the lower bands away, because most states near the edge belong to the top band even without stress. Most of it comes from the top band itself, which, once split from its partner, is lighter on average and holds fewer states: the geometric mean of its three edge masses is 0.37 $m_0$ under the compression and 0.24 $m_0$ under the matched biaxial tension. To estimate this, let the scattering rate be proportional to the total density of states at the hole's energy. Relative to no stress, the mobility along [110] becomes:

| Case | Constant time | Rate follows density of states |
|---|---:|---:|
| Compression, 1.6 GPa | 2.11 | 6.31 |
| Tension, 1.6 GPa | 0.54 | 0.82 |
| Matched biaxial tension | 1.01 | 3.00 |

In this model the biaxial gain comes almost wholly from scattering. Under compression, reduced scattering multiplies the constant-time gain by another factor of about three. It would therefore be wrong to credit the whole benefit to mass. It would be equally wrong to credit it to splitting: across the compressed channel the same scattering law gives 0.51, a loss.

The large ratios are not device forecasts. The model omits phonon energies, overlap factors, impurities and surface roughness. Mechanisms that do not follow the density of states can give a different scattering factor.

## What to do about it

- For a channel in the (001) plane, the geometry treated here, put the p-channel along [110] and compress it along its length. In the example, a longitudinal tension of 1.6 GPa lowers the hole mobility in both transport models.
- Judge a stressor by the sign and size of its shear strain $e_{xy}$ as well as by its splitting. By Eq. (2), with $d<0$, a negative $e_{xy}$ raises $U$ above $V$, and a positive one does the reverse.
- Compare thermal averages, not edge masses alone. A light region that runs deep along the channel axis is not enough: under the matched biaxial tension $W$ stays the main orbital of the top band for several $kT$ along [001], yet the constant-time mobility there hardly rises.
- Measure along and across the channel on the same stressed material. If scattering is similar in the two directions, a strong contrast reveals redistribution, which a splitting measurement cannot show.
- Expect diminishing returns beyond the stress of the example. Doubling the compression from 1.6 to 3.2 GPa raises the constant-time gain from 2.11 to 2.62.

In a thin inversion layer, confinement adds its own splitting and orbital mixing, so the weights must be recomputed with the gate field present. At high hole density the Boltzmann average must be replaced by a Fermi one, which samples deeper parts of the band; these are heavier along the channel, so the constant-time gain shrinks. The full set of computed values is in the numerical output below.

## Numbers as computed

```
Luttinger g1, g2, g3: 4.3, 0.3, 1.4
spin-orbit splitting, b, d: 0.044, -2.0, -5.0 eV
c11, c12, c44: 1.0, 0.4, 0.5 eV/A^3
stress size x1: 0.01 eV/A^3 = 1.60 GPa
temperature: 300 K, kT = 0.0259 eV
strain exx, ezz, exy: -0.00463, 0.00370, -0.00500
orbital shifts U, V, W: [ 0.06   -0.0266 -0.0333] eV
unstressed heavy, light mass [110]: 0.539, 0.148 m0
weak compression, tension mass [110]: 0.154, 0.473 m0
strong-compression limit mass [110]: 0.114 m0
band-edge results; masses along [110], [1-10], [001]
compression: splitting 0.0789 eV
  weights U,V,W: 0.965, 0.019, 0.016
  masses: 0.117, 1.628, 0.268 m0
tension: splitting 0.0249 eV
  weights U,V,W: 0.001, 0.371, 0.628
  masses: 0.404, 0.179, 0.207 m0
no shear: splitting 0.0198 eV
  weights U,V,W: 0.500, 0.500, 0.000
  masses: 0.217, 0.217, 0.270 m0
matched biaxial: splitting 0.0789 eV
  weights U,V,W: 0.018, 0.018, 0.965
  masses: 0.268, 0.268, 0.184 m0
matched biaxial in-plane strain: 0.00830
equal U,V weight at k = 0.0520 1/A
depth there below valence top: 0.0800 eV = 3.10 kT
thermal mean 1/m along [110], [1-10], [001], then average (1/m0)
no stress: 2.83, 2.83, 2.83; 2.83
compression x0.5: 4.38, 1.58, 2.85; 2.94
compression x1: 5.96, 0.79, 3.01; 3.25
compression x2: 7.39, 0.45, 3.27; 3.70
tension x1: 1.52, 4.38, 2.95; 2.95
matched biaxial: 2.85, 2.85, 2.87; 2.86
mobility / unstressed: [110], [1-10] at constant time;
  then [110], [1-10] with rate ~ density of states
compression x0.5: 1.55, 0.56; 3.20, 0.61
compression x1: 2.11, 0.28; 6.31, 0.51
compression x2: 2.62, 0.16; 9.23, 0.51
tension x1: 0.54, 1.55; 0.82, 2.44
matched biaxial: 1.01, 1.01; 3.00, 3.00
mean curvature check, compression x1: 5.96 1/m0
```
